# Critical Points of the Electron Density and Their Poincaré–Hopf Sums: a program that tests the result

```python
"""Result under test: for an electron density rho whose critical points all
have rank 3, n - b + r - c = 1 (isolated molecule) or 0 (crystal, per cell).
n: maxima (3,-3), including nuclear cusps; b: bond points (3,-1);
r: ring points (3,+1); c: cage points (3,+3).
The index of a point is the signed number of times the direction of grad rho
covers the unit sphere on a small surface around the point.
Lengths are in bohr, densities in bohr^-3, Hessian eigenvalues in bohr^-5.
"""
from itertools import product
import numpy as np
import sympy as sp
from pyscf import gto, scf

norm = np.linalg.norm
INDEX = {"n": -1, "b": 1, "r": -1, "c": 1}
NAME = {"n": "maximum (3,-3)", "b": "bond (3,-1)",
        "r": "ring (3,+1)", "c": "cage (3,+3)"}


def cube_surface(m):
    """Points and outward-oriented triangles on the surface of [-1,1]^3."""
    t = np.linspace(-1, 1, m + 1)
    s, q = np.meshgrid(t, t, indexing="ij")
    number = np.arange((m + 1)**2).reshape(m + 1, m + 1)
    p00, p10 = number[:-1, :-1].ravel(), number[1:, :-1].ravel()
    p11, p01 = number[1:, 1:].ravel(), number[:-1, 1:].ravel()
    face = np.vstack([np.column_stack([p00, p10, p11]),
                      np.column_stack([p00, p11, p01])])
    points, triangles = [], []
    for axis, side in product(range(3), (-1, 1)):
        p = np.empty((m + 1, m + 1, 3))
        p[..., axis] = side
        p[..., (axis + 1) % 3] = s
        p[..., (axis + 2) % 3] = q
        oriented = face if side == 1 else face[:, ::-1]
        triangles.append(oriented + len(points) * (m + 1)**2)
        points.append(p.reshape(-1, 3))
    return np.vstack(points), np.vstack(triangles)


def sphere_surface(m):
    points, triangles = cube_surface(m)
    return points / norm(points, axis=1)[:, None], triangles


def degree(field, triangles):
    """Sum of signed solid angles of the image triangles, over 4 pi."""
    u = field / norm(field, axis=1)[:, None]
    a, b, c = (u[triangles[:, k]] for k in range(3))
    triple = np.sum(a * np.cross(b, c), axis=1)
    rest = 1 + np.sum(a * b + b * c + c * a, axis=1)
    total = np.sum(2 * np.arctan2(triple, rest)) / (4 * np.pi)
    assert abs(total - round(total)) < 1e-6
    return int(round(total))


def in_blocks(function, points, size):
    parts = [function(points[i:i + size]) for i in range(0, len(points), size)]
    return tuple(np.concatenate(column) for column in zip(*parts))


def critical_points(density, seeds, period=None):
    """Capped Newton searches for grad rho = 0, duplicates removed."""
    start, points = seeds.copy(), seeds.copy()
    for sweep in range(16):
        _, grad, hess = density(points)
        step = -np.linalg.solve(hess, grad[..., None])[..., 0]
        length = norm(step, axis=1)
        cap = np.minimum(1, 0.3 / np.maximum(length, 1e-300))
        points = points + step * cap[:, None]
        keep = norm(points - start, axis=1) < 1.5
        if sweep == 0:
            keep &= length < 1.0
        start, points, length = start[keep], points[keep], length[keep]
    found = []
    for p in points[length < 1e-7]:
        if period is not None:
            p = np.mod(p, period)
        if found:
            d = np.array(found) - p
            if period is not None:
                d -= period * np.round(d / period)
            if norm(d, axis=1).min() < 1e-2:
                continue
        found.append(p)
    return np.array(found)


SMALL, SMALL_TRIANGLES = sphere_surface(6)


def kind_from_surface(density, point, radius=0.05):
    """Type from density values and gradient directions, without Hessian."""
    rho, grad, _ = density(point + radius * SMALL)
    centre = density(point[None])[0][0]
    index = degree(grad, SMALL_TRIANGLES)
    if np.all(rho < centre):
        kind = "n"
    elif np.all(rho > centre):
        kind = "c"
    else:
        kind = "b" if index == 1 else "r"
    assert index == INDEX[kind]
    return kind, centre


def analyse(density, points, cusps=()):
    records = []
    for p in points:
        eig = np.linalg.eigvalsh(density(p[None])[2][0])
        assert np.abs(eig).min() > 1e-3 * np.abs(eig).max()
        kind = "nbrc"[int(np.sum(eig > 0))]
        surface_kind, rho = kind_from_surface(density, p)
        assert kind == surface_kind
        records.append((kind, rho, eig, p))
    for p in cusps:
        kind, rho = kind_from_surface(density, np.array(p, float))
        assert kind == "n"
        records.append((kind, rho, None, np.array(p, float)))
    return records


def report(records, with_distance):
    groups = []
    for rec in sorted(records, key=lambda q: ("nbrc".index(q[0]), -q[1])):
        same = groups and groups[-1][0][0] == rec[0]
        if same and abs(groups[-1][0][1] - rec[1]) < 1e-3 * rec[1]:
            groups[-1].append(rec)
        else:
            groups.append([rec])
    for g in groups:
        kind, rho, eig, p = g[0]
        text = f" {len(g):2d} x {NAME[kind]}: rho {rho:.5g} bohr^-3"
        if with_distance:
            text += f", {norm(p):.3f} bohr from centre"
        if eig is None:
            text += ", cusp"
        else:
            text += ", eig " + " ".join(f"{e:.4g}" for e in eig) + " bohr^-5"
        print(text)
    n, b, r, c = (sum(q[0] == k for q in records) for k in "nbrc")
    print(f" n={n} b={b} r={r} c={c}: n-b+r-c = {n - b + r - c}")
    return n - b + r - c


def check_gradient(density, point, h=1e-3):
    shifts = h * np.eye(3)
    difference = (density(point + shifts)[0] - density(point - shifts)[0])/(2*h)
    grad = density(point[None])[1][0]
    assert norm(difference - grad) < 1e-4 * norm(grad)


# The flux density N_i/|v|^3 has no divergence, for an arbitrary field v.
xyz = sp.symbols("x y z")
v = sp.Matrix([sp.Function(f"v{k}")(*xyz) for k in range(3)])
dv = [v.diff(s) for s in xyz]
N = [v.dot(dv[(i + 1) % 3].cross(dv[(i + 2) % 3])) for i in range(3)]
divergence = (v.dot(v) * sum(N[i].diff(xyz[i]) for i in range(3))
              - 3 * sum(N[i] * v.dot(dv[i]) for i in range(3)))
assert sp.expand(divergence) == 0

# Index of a linear field Hx: covering number against sign(det H), and the
# angular integral of 1/|Hn|^3 against 4 pi/|det H|.
ball, ball_triangles = sphere_surface(24)
rotation = np.linalg.qr(np.random.default_rng(3).normal(size=(3, 3)))[0]
mu, weight = np.polynomial.legendre.leggauss(80)
phi = 2 * np.pi * np.arange(160) / 160
sine = np.sqrt(1 - mu**2)[:, None]
directions = np.stack([sine * np.cos(phi), sine * np.sin(phi),
                       mu[:, None] + 0 * phi], axis=-1)
print("Index of a rank-3 point, eigenvalue sizes 0.7, 1.3, 2.0:")
for negatives in (3, 2, 1, 0):
    signs = np.where(np.arange(3) < negatives, -1, 1)
    H = rotation @ np.diag(signs * np.array([0.7, 1.3, 2.0])) @ rotation.T
    det = np.linalg.det(H)
    inverse_cube = norm(directions @ H, axis=-1)**-3
    integral = np.sum(weight[:, None] * inverse_cube) * 2 * np.pi / 160
    assert abs(integral * abs(det) / (4 * np.pi) - 1) < 1e-8
    index = degree(ball @ H, ball_triangles)
    assert index == np.sign(det)
    print(f" signature {signs.sum():+d}: index {index:+d}")

# Cusp exp(-2r)(1 + tilt*z): a maximum only while tilt < 2.
for tilt, expected in ((1.0, -1), (3.0, 0)):
    x = 0.01 * ball
    field = -2 * ball * (1 + tilt * x[:, 2:]) + tilt * np.array([0, 0, 1.0])
    index = degree(field, ball_triangles)
    assert index == expected
    print(f"Cusp slope 2 per bohr, tilt {tilt:.0f} per bohr: index {index:+d}")

# Degenerate points of equal rank and signature (2,-2), and the fold.
x = 0.5 * ball
for label, slope, expected in (("-x^4", -4 * x[:, 0]**3, -1),
                               ("x^3/3", x[:, 0]**2, 0),
                               ("+x^4", 4 * x[:, 0]**3, 1)):
    index = degree(np.column_stack([slope, -2 * x[:, 1:]]), ball_triangles)
    assert index == expected
    print(f"Degenerate (2,-2) point {label} - y^2 - z^2: index {index:+d}")


def fold_index(t, centre, radius):
    p = radius * ball + np.array([centre, 0, 0])
    return degree(np.column_stack([p[:, 0]**2 + t, -2 * p[:, 1:]]),
                  ball_triangles)


fold_totals = [fold_index(t, 0.0, 0.5) for t in (-0.09, 0.0, 0.09)]
fold_pair = [fold_index(-0.09, centre, 0.1) for centre in (-0.3, 0.3)]
assert fold_totals == [0, 0, 0] and fold_pair == [-1, 1]
print("Fold t = -0.09, 0, 0.09: total index", *fold_totals)
print("Fold t = -0.09: indices at x = -0.3 and 0.3:", *fold_pair)

# Cubane, restricted Hartree-Fock.
cc, ch = 2.96, 2.06
corners = np.array(list(product((-1, 1), repeat=3)), float)
carbon = corners * cc / 2
hydrogen = corners * (cc / 2 + ch / np.sqrt(3))
mol = gto.M(atom=[("C", p) for p in carbon] + [("H", p) for p in hydrogen],
            unit="Bohr", basis="6-31G", verbose=0)
mf = scf.RHF(mol)
mf.chkfile = None
mf.conv_tol = 1e-10
energy = mf.kernel()
assert mf.converged
occupied = mf.mo_coeff[:, mf.mo_occ > 0]


def molecular_block(points):
    ao = mol.eval_gto("GTOval_sph_deriv2", np.ascontiguousarray(points))
    psi = np.asarray(ao) @ occupied
    rho = 2 * np.sum(psi[0]**2, axis=1)
    grad = 4 * np.einsum("po,ipo->pi", psi[0], psi[1:4])
    hess = np.empty((len(points), 3, 3))
    pairs = [(0, 0), (0, 1), (0, 2), (1, 1), (1, 2), (2, 2)]
    for k, (i, j) in enumerate(pairs):
        value = 4 * np.sum(psi[0] * psi[4 + k] + psi[1 + i] * psi[1 + j], axis=1)
        hess[:, i, j] = hess[:, j, i] = value
    return rho, grad, hess


def molecular_density(points):
    return in_blocks(molecular_block, points, 3000)


check_gradient(molecular_density, np.array([1.1, 0.7, 0.4]))
outer = 6.5
axis_grid = np.arange(-outer, outer + 0.01, 0.5)
grid = np.array(list(product(axis_grid, repeat=3)))
grid = grid[norm(grid, axis=1) < outer]
nuclei = np.vstack([carbon, hydrogen])
on_lines = [p + f * (q - p) for p in nuclei for q in nuclei
            if 0.1 < norm(p - q) < 3.5 for f in (0.3, 0.4, 0.5, 0.6, 0.7)]
seeds = np.vstack([grid, nuclei, np.array(on_lines)])
points = critical_points(molecular_density, seeds)
points = points[norm(points, axis=1) < outer]
records = analyse(molecular_density, points)
print(f"Cubane RHF/6-31G: C-C {cc} bohr, C-H {ch} bohr, {len(nuclei)} nuclei")
print(f" total energy {energy:.5f} hartree")
assert report(records, True) == 1

shell, shell_triangles = sphere_surface(40)
distance = np.sort([norm(q[3]) for q in records])
gaps = np.where(np.diff(distance) > 0.15)[0]
radii = [(distance[i] + distance[i + 1]) / 2 for i in gaps] + [outer]
for radius in radii:
    grad = molecular_density(radius * shell)[1]
    flux = degree(grad, shell_triangles)
    enclosed = sum(INDEX[q[0]] for q in records if norm(q[3]) < radius)
    assert flux == enclosed
    print(f" sphere {radius:.3f} bohr: flux {flux:+d}, enclosed {enclosed:+d}")
cosine = np.sum(grad * shell, axis=1) / norm(grad, axis=1)
assert cosine.max() < 0 and flux == -1
print(f" outer sphere: largest cosine of gradient to outward {cosine.max():.3f}")

# Model crystals: explicit sums of spherical one-electron densities.
edge, decay = 7.0, 2.0
print(f"Model crystals: cubic edge {edge} bohr, decay {decay} bohr^-1")


def lattice_density(fractions):
    cells = np.array(list(product(range(-2, 4), repeat=3)), float)
    centres = edge * (cells[:, None] + np.array(fractions)).reshape(-1, 3)

    def block(points):
        d = points[:, None] - centres
        r = np.maximum(norm(d, axis=2), 1e-12)
        unit = d / r[..., None]
        f = decay**3 / (8 * np.pi) * np.exp(-decay * r)
        grad = -decay * np.einsum("pa,pai->pi", f, unit)
        mixed = decay**2 * f + decay * f / r
        hess = (unit * mixed[..., None]).transpose(0, 2, 1) @ unit
        hess -= np.sum(decay * f / r, axis=1)[:, None, None] * np.eye(3)
        return f.sum(axis=1), grad, hess

    return lambda points: in_blocks(block, points, 800)


cube, cube_triangles = cube_surface(36)
cell_grid = edge * (np.array(list(product(range(14), repeat=3))) + 0.3) / 14
low = 0.17
for label, fractions in (("Simple cubic", [(0, 0, 0)]),
                         ("Body centred", [(0, 0, 0), (0.5, 0.5, 0.5)])):
    density = lattice_density(fractions)
    check_gradient(density, np.array([1.1, 0.7, 2.4]))
    points = critical_points(density, cell_grid, edge)
    records = analyse(density, points, edge * np.array(fractions, float))
    print(f"{label}, per cubic cell:")
    assert report(records, False) == 0
    for size in (0.5, 1.0):
        surface = edge * (low + size * (cube + 1) / 2)
        flux = degree(density(surface)[1], cube_triangles)
        enclosed = 0
        for q in records:
            inside = np.mod(q[3] / edge - low, 1.0) < size
            enclosed += INDEX[q[0]] * bool(np.all(inside))
        assert flux == enclosed
        print(f" box of {size} edge from {low}: flux {flux:+d},"
              f" enclosed {enclosed:+d}")

print("done: every assertion held")
```

Printed output:

```
Index of a rank-3 point, eigenvalue sizes 0.7, 1.3, 2.0:
 signature -3: index -1
 signature -1: index +1
 signature +1: index -1
 signature +3: index +1
Cusp slope 2 per bohr, tilt 1 per bohr: index -1
Cusp slope 2 per bohr, tilt 3 per bohr: index +0
Degenerate (2,-2) point -x^4 - y^2 - z^2: index -1
Degenerate (2,-2) point x^3/3 - y^2 - z^2: index +0
Degenerate (2,-2) point +x^4 - y^2 - z^2: index +1
Fold t = -0.09, 0, 0.09: total index 0 0 0
Fold t = -0.09: indices at x = -0.3 and 0.3: -1 1
Cubane RHF/6-31G: C-C 2.96 bohr, C-H 2.06 bohr, 16 nuclei
 total energy -307.25166 hartree
  8 x maximum (3,-3): rho 118.42 bohr^-3, 2.563 bohr from centre, eig -1.46e+05 -1.46e+05 -1.46e+05 bohr^-5
  8 x maximum (3,-3): rho 0.42601 bohr^-3, 4.592 bohr from centre, eig -6.51 -6.51 -6.009 bohr^-5
  8 x bond (3,-1): rho 0.25854 bohr^-3, 3.840 bohr from centre, eig -0.625 -0.625 0.5039 bohr^-5
 12 x bond (3,-1): rho 0.21888 bohr^-3, 2.173 bohr from centre, eig -0.3663 -0.3594 0.3446 bohr^-5
  6 x ring (3,+1): rho 0.078586 bohr^-3, 1.546 bohr from centre, eig -0.1069 0.2377 0.2377 bohr^-5
  1 x cage (3,+3): rho 0.030535 bohr^-3, 0.000 bohr from centre, eig 0.09151 0.09151 0.09151 bohr^-5
 n=16 b=20 r=6 c=1: n-b+r-c = 1
 sphere 0.773 bohr: flux +1, enclosed +1
 sphere 1.860 bohr: flux -5, enclosed -5
 sphere 2.368 bohr: flux +7, enclosed +7
 sphere 3.202 bohr: flux -1, enclosed -1
 sphere 4.216 bohr: flux +7, enclosed +7
 sphere 6.500 bohr: flux -1, enclosed -1
 outer sphere: largest cosine of gradient to outward -0.858
Model crystals: cubic edge 7.0 bohr, decay 2.0 bohr^-1
Simple cubic, per cubic cell:
  1 x maximum (3,-3): rho 0.31831 bohr^-3, cusp
  3 x bond (3,-1): rho 0.00058093 bohr^-3, eig -0.0003311 -0.0003311 0.002322 bohr^-5
  3 x ring (3,+1): rho 6.4008e-05 bohr^-3, eig -2.559e-05 0.000115 0.000115 bohr^-5
  1 x cage (3,+3): rho 1.3817e-05 bohr^-3, eig 1.538e-05 1.538e-05 1.538e-05 bohr^-5
 n=1 b=3 r=3 c=1: n-b+r-c = 0
 box of 0.5 edge from 0.17: flux +1, enclosed +1
 box of 1.0 edge from 0.17: flux +0, enclosed +0
Body centred, per cubic cell:
  2 x maximum (3,-3): rho 0.31833 bohr^-3, cusp
  8 x bond (3,-1): rho 0.0015007 bohr^-3, eig -0.0009474 -0.0009474 0.005929 bohr^-5
  6 x bond (3,-1): rho 0.00064494 bohr^-3, eig -0.0002162 -0.0002162 0.002297 bohr^-5
 24 x ring (3,+1): rho 0.00058549 bohr^-3, eig -0.0002018 0.0004458 0.001475 bohr^-5
 12 x cage (3,+3): rho 0.00051269 bohr^-3, eig 0.00021 0.0006592 0.0006592 bohr^-5
 n=2 b=14 r=24 c=12: n-b+r-c = 0
 box of 0.5 edge from 0.17: flux +0, enclosed +0
 box of 1.0 edge from 0.17: flux +0, enclosed +0
done: every assertion held
```
